Andreev Levels and Supercurrent of a Short Josephson Junction

Two s-wave superconductors, left (L) and right (R), are joined by a piece of normal conductor that scatters electrons elastically. Their pair potentials are Δ exp(iφ_L) and Δ exp(iφ_R), with the same modulus Δ > 0, and φ = φ_L − φ_R. The elementary charge e is positive, so an electron carries −e. The current I is the conventional electric current from left to right, Θ is the temperature, and energies are measured from the Fermi level. T is the probability that an electron at the Fermi level crosses the scatterer, and R = 1 − T is the probability that it is reflected.

The description is mean-field. The pair potential is a step: it vanishes in the normal part and has constant modulus in each lead. Δ is far smaller than the Fermi energy, the contacts are clean, and the normal part is symmetric under time reversal and spin rotation. An excitation has an electron amplitude u and a hole amplitude v, which obey the Bogoliubov-de Gennes equations

E u = ξ u + Δ exp(iφ_j) v,
E v = Δ exp(−iφ_j) u − ξ v,

where ξ is the one-electron Hamiltonian minus the Fermi energy and j is L or R. These amplitudes belong to the operator pair (c↑, c↓†), so one such problem already accounts for both spins.

Consider first an electron that moves right and meets the right lead at x = 0. Take the fast factor exp(ik_F x) out of u and v. Since Δ is small on the scale of the Fermi energy, ξ acts on the remaining slow factor as −iħv_F ∂/∂x, with v_F the Fermi velocity. For |E| < Δ the wave must decay as exp(−κx) in the lead, so ξ becomes iħv_Fκ. The two equations are compatible if

E² + (ħv_Fκ)² = Δ², hence ħv_Fκ = √(Δ² − E²).

The first equation then gives the ratio

v/u = [E − i√(Δ² − E²)]/[Δ exp(iφ_R)] = α exp(−iφ_R),
α = [E − i√(Δ² − E²)]/Δ.

Both amplitudes are continuous at x = 0, so this is the amplitude for the electron to return as a hole. The hole has the same wave number but the opposite group velocity. Apart from corrections of order Δ divided by the Fermi energy, no electron is reflected, because a smooth envelope does not connect k_F with −k_F.

A hole that moves right has wave number near −k_F. There ξ acts as +iħv_F ∂/∂x and becomes −i√(Δ² − E²) on the decaying wave. The second equation gives u/v = α exp(iφ_R). The left lead is the mirror image, with φ_L in place of φ_R. Inside the gap |α| = 1, so reflection is total. For |E| > Δ the transmitted wave must travel away from the junction, which amounts to giving E a small positive imaginary part. Then α is real and |α| < 1.

Now let a_e and a_h collect the electron and hole amplitudes incident on the scatterer from the two sides, and let b_e and b_h collect the outgoing ones. For electrons b_e = S(E) a_e, with S unitary. The hole amplitude obeys ξv = −Ev. Because ξ is real, v* solves the electron problem at energy −E. Conjugation turns the phase factor of an incoming hole into that of an incoming electron, so b_h* = S(−E) a_h*, or b_h = S(−E)* a_h. The junction is called short when S hardly changes over energies of order Δ. One constant matrix then serves for both: b_e = S a_e and b_h = S* a_h.

With Λ = diag(exp(iφ_L), exp(iφ_R)), the leads return the outgoing waves as

a_h = α Λ* b_e, a_e = α Λ b_h.

Following an electron once round the loop gives

a_e = α Λ S* a_h = α² Λ S* Λ* S a_e.

A nonzero solution exists if

D(E) = det(1 − α² M) = 0, M = Λ S* Λ* S.

This is the determinant condition. It says that a wave reproduces itself after one passage as an electron, one as a hole and two Andreev reflections.

For a single channel M is a 2 × 2 matrix. Its determinant is |det Λ|² |det S|² = 1. Time reversal symmetry makes S symmetric, S_kj = S_jk, so its trace is

tr M = Σ_jk exp[i(φ_j − φ_k)] S_jk* S_kj
 = Σ_jk exp[i(φ_j − φ_k)] |S_jk|²
 = 2R + 2T cos φ
 = 2 − 4T sin²(φ/2).

The last line uses R = 1 − T and 1 − cos φ = 2 sin²(φ/2). The eigenvalues of M are therefore exp(±iχ), with

cos χ = 1 − 2T sin²(φ/2), or sin(χ/2) = √T |sin(φ/2)|, 0 ≤ χ ≤ π.

For any 2 × 2 matrix det(1 − zM) = 1 − z tr M + z² det M. With z = α²,

D = 1 − 2α² cos χ + α⁴ = α² (α² + α⁻² − 2 cos χ).

Since α⁻¹ = [E + i√(Δ² − E²)]/Δ, the sum α + α⁻¹ is 2E/Δ, and α² + α⁻² = 4E²/Δ² − 2. Inserting this and cos χ gives

D = 4α² [E²/Δ² − 1 + T sin²(φ/2)] = 4α² (E² − E_A²)/Δ²,

E_A = Δ √(1 − T sin²(φ/2)).

The factor α² has no zero at finite energy, so the levels are E = ±E_A. At φ = 0, or for T = 0, they merge with the gap edges, where κ = 0 and the states are no longer bound. As φ grows to π they move inward and come closest at a separation 2Δ√(1 − T). For T = 1 they are ±Δ|cos(φ/2)| and meet at zero energy. Normal reflection mixes the two crossing branches and opens the gap at φ = π.

With N channels on each side the same determinant factorizes. Write

S = [r, t′; t, r′],

where the semicolon separates the rows of blocks, and let Σ = diag(1, −1) distinguish the left and right sides. Put c = cos(φ/2) and s = sin(φ/2). The mean phase cancels between Λ and Λ*, so Λ may be replaced by c + isΣ. Symmetry and unitarity give S* = S† = S⁻¹. With Q = S†ΣS,

M = (c + isΣ)(c − isQ) = c² + s²ΣQ + ics(Σ − Q).

Σ and Q are Hermitian, so the last term drops out of the Hermitian part:

(M + M†)/2 = c² + s²(ΣQ + QΣ)/2.

The off-diagonal blocks of ΣQ + QΣ cancel. The diagonal blocks of Q are r†r − t†t = 1 − 2t†t and t′†t′ − r′†r′ = 2t′†t′ − 1, by unitarity. Therefore

(M + M†)/2 = 1 − 2 sin²(φ/2) diag(t†t, t′†t′).

The matrix M is unitary, so the eigenvalues of its Hermitian part are the cosines of its eigenphases. Because t′ is the transpose of t, both blocks have the same eigenvalues T_n, and each cosine 1 − 2T_n sin²(φ/2) occurs twice. Moreover M* = (Λ*S)(ΛS*) has the same eigenvalues as the product in reversed order, (ΛS*)(Λ*S) = M. The eigenphases thus come in pairs ±χ_n, and

D = ∏_n 4α² (E² − E_n²)/Δ², E_n = Δ √(1 − T_n sin²(φ/2)).

Each transmission eigenvalue acts as a separate channel.

The equilibrium current depends on the whole spectrum, so it must be known whether the continuum |E| > Δ also responds to the phase. The determinant D answers this once it is related to det(E − H), where H is the full Bogoliubov-de Gennes Hamiltonian. Let G be the Green function of the normal region when normal leads are attached, and let W be the coupling to the incoming and outgoing waves, normalized to unit flux. An incident wave a produces a wave function ψ in the normal region with

G⁻¹ψ = iWa, W†ψ = a + b.

Hence b = S_eh a with S_eh = −1 + iW†GW, where S_eh = diag(S, S*) acts on electrons and holes together. Replacing the normal leads by superconducting ones changes the self-energy by some WKW†, and a state of the junction obeys (G⁻¹ − WKW†)ψ = 0. The leads return a = r_A b, where r_A has zero diagonal blocks and the off-diagonal blocks αΛ (hole to electron) and αΛ* (electron to hole). Comparing the two equations for ψ gives K(a + b) = ia with a = r_A b. Both K and r_A describe only how the leads respond to the wave sent into them, whatever the scatterer, so this relation holds at every energy for every b, hence

K(1 + r_A) = i r_A, iK = −(1 + r_A)⁻¹ r_A, 1 + iK = (1 + r_A)⁻¹.

Eliminating the leads from det(E − H) leaves the determinant of the isolated leads times det(G⁻¹ − WKW†). The second factor is det G⁻¹ times

det(1 − KW†GW) = det[1 + iK(1 + S_eh)]
 = det[(1 + r_A)⁻¹ (1 − r_A S_eh)].

Here W†GW = −i(1 + S_eh) was used. Eliminating the hole block gives det(1 − r_A S_eh) = det(1 − α²ΛS*Λ*S) = D. In the same way det(1 + r_A) = det(1 − α²ΛΛ*) = (1 − α²)^(2N), which does not contain the phases. Neither does det G⁻¹, nor the determinant of an isolated lead, whose phase can be removed by a gauge transformation. Therefore

det(E − H) = C(E) ∏_n (E² − E_n²),

with C(E) independent of φ. The density of states is −(1/π) Im d/dE ln det(E + i0 − H). Its phase-dependent part comes from

d/dE ln(E² − E_n²) = 1/(E − E_n) + 1/(E + E_n),

which yields one delta function at each of ±E_n and nothing else. In the short-junction limit the continuum density of states does not depend on φ, and the bound levels carry the whole phase dependence.

Return to one channel. In terms of (c↑, c↓†) the Hamiltonian describes independent fermion modes with energies ε, plus constants that do not depend on φ when |Δ| is fixed. Each mode contributes −k_BΘ ln[1 + exp(−ε/k_BΘ)] to the free energy F. With x = E_A/k_BΘ the pair ±E_A gives

(1 + e^(−x))(1 + e^x) = 2 + 2 cosh x = [2 cosh(x/2)]²,

F = −2k_BΘ ln[2 cosh(E_A/2k_BΘ)] + terms independent of φ.

The two modes form four many-body states, with energies −E_A, 0, 0 and +E_A. Spin is already included, so no further factor of two is due.

To connect F with the current, set φ_R = 0 and represent the kinetic energy across a plane in the normal region by a hopping term w c_R†c_L + h.c., summed over spin. Here c_L and c_R act on the two sides of the plane, and w is real. Replace every electron operator left of the plane by exp(iφ/2) times a new one. This removes φ from the pair potential and places it in the hopping, w exp(iφ/2) c_R†c_L + h.c. Differentiating and returning to the old operators gives

∂H/∂φ = (i/2) w (c_R†c_L − c_L†c_R),

where H now stands for the many-body Hamiltonian. The hopping term changes the electron number N_R on the right at the rate (i/ħ)[H, N_R]. Since [c_R†c_L, N_R] = −c_R†c_L, the number current from left to right is

J = −(i/ħ) w (c_R†c_L − c_L†c_R) = −(2/ħ) ∂H/∂φ.

The electric current is −eJ. The thermal average of ∂H/∂φ is ∂F/∂φ, as follows from differentiating F = −k_BΘ ln Tr exp(−H/k_BΘ). Hence

I = (2e/ħ) ∂F/∂φ.

The derivatives needed are

∂F/∂E_A = −tanh(E_A/2k_BΘ),
∂E_A/∂φ = −Δ² T sin φ/(4E_A).

The second follows from differentiating E_A² = Δ²[1 − T sin²(φ/2)] and using 2 sin(φ/2) cos(φ/2) = sin φ. The two minus signs cancel, and

I(φ) = (eΔ²/2ħ) (T sin φ/E_A) tanh(E_A/2k_BΘ).

For several channels the currents add. The ground state, with energy −E_A, carries the current with the hyperbolic tangent set to one. The state at +E_A carries the opposite current, and the two states at zero energy carry none. The hyperbolic tangent is the thermal average over these four states. If the junction is trapped in one of them, for instance by a stray quasiparticle, it carries the current of that state instead of the thermal average.

For T ≪ 1 the level stays near Δ and I ≈ (eΔT/2ħ) sin φ tanh(Δ/2k_BΘ), the sinusoidal relation of a tunnel junction. For T = 1 and zero temperature, I = (eΔ/ħ) sin(φ/2) for |φ| < π, and the current jumps in sign at φ = π, where the levels cross. When k_BΘ ≫ Δ, as happens close to the critical temperature, the hyperbolic tangent may be replaced by its argument. E_A then cancels, and I ≈ eΔ²T sin φ/(4ħk_BΘ) is sinusoidal for any T. In this regime the thermal average samples energies of order k_BΘ, so S must hardly change over that larger range, not only over energies of order Δ. In every case Δ means the gap at the temperature considered.

The largest current at zero temperature follows from y = sin²(φ/2). For 0 ≤ φ ≤ π, sin φ = 2√(y(1 − y)), so

I = (eΔ/ħ) T √[y(1 − y)/(1 − Ty)].

The derivative of the expression under the root vanishes when

(1 − 2y)(1 − Ty) + Ty(1 − y) = 1 − 2y + Ty² = 0.

For T < 1 the root between 0 and 1 is y = (1 − q)/T, with q = √(1 − T). It is a maximum because I vanishes at both ends. There Ty = 1 − q, 1 − Ty = q and T(1 − y) = q − q² = q(1 − q), so the square of I/(eΔ/ħ) is (1 − q) q(1 − q)/q = (1 − q)². The critical current is

I_c = (eΔ/ħ) [1 − √(1 − T)].

Take as an example one channel with Δ = 0.2 meV, T = 0.9 and φ = 2π/3, so that sin²(φ/2) = 0.75. Then

E_A = 0.2 meV × √(1 − 0.9 × 0.75) = 0.2 meV × √0.325 = 0.1140 meV.

The separation of the two levels corresponds to a frequency 2E_A/h = 55.1 GHz. The current scale is eΔ/ħ = 48.68 nA. At zero temperature

I = 48.68 nA × 0.9 × 0.8660/(2 × 0.5701) = 33.28 nA.

At 0.3 K, with Δ kept at 0.2 meV, k_BΘ = 0.02585 meV. The thermal factor is tanh[0.1140/(2 × 0.02585)] = 0.976, and the current falls to 32.48 nA. The critical current at zero temperature is

I_c = 48.68 nA × (1 − √0.1) = 33.29 nA,

or 99.8 statA in Gaussian units. It is reached at φ = 2.117 rad, close to the chosen phase of 2.094 rad.

The relative loss of current on warming is largest where the level lies low. At φ = π/2 the level is at 0.148 meV, and warming to 0.3 K lowers the current from 29.54 to 29.35 nA, by 0.6 % of its zero-temperature value. At φ = 0.9π the level is at 0.070 meV, and the current drops from 19.38 to 16.94 nA, by 13 %. Since the thermal factor decreases as φ approaches π, it also moves the maximum to a smaller phase. A numerical maximization of I(φ) at 0.3 K places it at 2.056 rad.

How short the junction must be can be seen by placing a scatterer, whose own scattering matrix does not vary over energies of order Δ, in the middle of a clean normal region of length L. An electron of energy E has wave number k_F + E/ħv_F. Whether it is transmitted or reflected, it covers a distance L between the superconductors, so S(E) = S(0) exp(iEL/ħv_F). The hole matrix S(−E)* gains the same factor, and α² is replaced by α² exp(2iEL/ħv_F) in D. Inside the gap α = exp[−i arccos(E/Δ)]. For the positive level that continues E_A, the round-trip phase vanishes when arccos(E/Δ) = χ/2 + EL/ħv_F, or

E = Δ cos(χ/2 + EL/ħv_F).

With ξ₀ = ħv_F/Δ, expansion to first order in L/ξ₀ gives

E ≈ E_A [1 − (L/ξ₀) √T |sin(φ/2)|],

because Δ cos(χ/2) = E_A and sin(χ/2) = √T |sin(φ/2)|. For this geometry the level that continues E_A therefore stays close to its short-junction value when L ≪ ξ₀. The opposite sign of χ gives a second positive level, with arccos(E/Δ) = EL/ħv_F − χ/2. It exists where χ/2 < L/ξ₀. For L/ξ₀ < π/2 this means √T |sin(φ/2)| < sin(L/ξ₀), which holds in a range of phases around φ = 0 (modulo 2π) if √T > sin(L/ξ₀), and at every phase if √T is smaller. For L ≪ ξ₀ this level lies close to the gap edge. The equilibrium current samples D at the imaginary energies E = iω, ω = (2n + 1)πk_BΘ, where the extra factor becomes exp(−2ωL/ħv_F), which is exp(−2πk_BΘL/ħv_F) at the lowest frequency. When 2πk_BΘ exceeds Δ, the current formula therefore needs L ≪ ħv_F/(2πk_BΘ), a stricter condition than L ≪ ξ₀. If the scatterer itself delays the electron, as a resonant or diffusive one can, the requirement that S hardly change over energies of order Δ must be checked separately. For T = 0.713, φ = 2.0 rad and L/ξ₀ = 0.104, solving the cosine equation by bracketing its root gives E = 0.654Δ. The first-order expression gives 0.652Δ and the short-junction formula 0.704Δ, which is about 8 % above the root.

The continuum changes its role as well. With z = α² exp(2iEL/ħv_F), the determinant of one channel is z(z + z⁻¹ − 2 cos χ). For |E| > Δ and L = 0, z is real, and so is the phase derivative of ln D. At finite L, z is in general complex, the continuum density of states depends on φ, and the current is no longer carried by the bound levels alone.

All numerical values are calculated from the stated model.
